Nuclear Stopping on a Logarithmic Impact-Parameter Grid, with Separated Errors

**A boron ion enters silicon**

A 10 keV boron ion entering silicon passes many atoms at some distance and a few almost head-on. Each encounter sets an atom in motion, and the ion pays for it. The average payment is an integral over the impact parameter b, the distance by which the ion would miss the atom if it flew straight on. Our calculation cuts this integral off at both ends, replaces it by a sum, and finds every scattering angle by another sum. If the result stops changing when the angles are refined, is it correct?

We treat classical, elastic collisions with one free atom at rest. Electronic energy loss, thermal motion, crystal structure and simultaneous collisions are left out. Hartree atomic units are used, and angles are in radians.

**Energy transfer and stopping**

Let the ion have mass M1, speed v and energy E = M1v²/2, and let the atom have mass M2. The centre of mass moves at w = M1v/(M1+M2). Seen from it, the atom first moves backwards at speed w. An elastic collision keeps that speed and turns the velocity by the scattering angle θ. The change of velocity is the base of an isosceles triangle with sides w, so its length is 2w sin(θ/2). Since the atom was at rest in the laboratory, this is its final speed there, and its energy is

T = (M2/2)·4w² sin²(θ/2) = γE sin²(θ/2), γ = 4M1M2/(M1+M2)².

A ring between b and b+db has area 2πb db, so the stopping cross section is

S = 2π ∫₀^∞ T(b) b db.

For randomly placed atoms of number density n, the mean energy lost to recoiling atoms per path length is nS. This is the nuclear part of the stopping only. For 10 keV boron in silicon the omitted electronic part is of similar size: the Lindhard–Scharff estimate is about 17 hartree bohr², against the 20.8 hartree bohr² found below.

The repulsion is a screened Coulomb potential,

V(r) = (Z1Z2/r) φ(r/a), φ(x) = Σ c_i exp(−d_i x).

We use the Ziegler–Biersack–Littmark universal potential, with a = 0.8854/(Z1^0.23 + Z2^0.23), c = (0.1818, 0.5099, 0.2802, 0.02817) and d = (3.2, 0.9423, 0.4028, 0.2016). The rounded c_i add up to 1.00007 and are used unchanged.

The energy of relative motion is E_c = E M2/(M1+M2). With β = b/a and the reduced energy ε = E_c a/(Z1Z2), put b = aβ into S:

S = 2πa²γE ∫ sin²(θ/2) β dβ = (πa²γE/ε) s, s = 2ε ∫ sin²(θ/2) β dβ.

Finally let t = ln β, so that dβ = β dt:

s = ∫ F dt, F = 2εβ² sin²(θ/2).

Equal steps in t give impact parameters in a constant ratio, so the relative spacing is the same for near and distant collisions.

For masses of 11 u and 28 u, γ = 0.80999, a = 0.26970 bohr and E_c = 263.84 hartree. Hence ε = E_c a/70 = 1.0166, calculated from the unrounded values.

**Three rings by hand**

Take β = 0.3, 1 and 3. Their energy transfers are 157.90, 18.132 and 0.41771 hartree. Dividing by γE = 0.80999 × 367.49 = 297.67 hartree gives sin²(θ/2), and multiplying by 2εβ² gives F:

β = 0.3: sin² = 0.5305, F = 0.0971
β = 1: sin² = 0.0609, F = 0.1238
β = 3: sin² = 0.001403, F = 0.0257

Put the inner cell boundaries at the geometric means √0.3 and √3, and make the outer cells symmetric in ln β. They then reach from β = 0.3√0.3 = 0.164 to β = 3√3 = 5.20. The cell widths in t are 1.204, 1.151 and 1.099, so

s ≈ 0.0971×1.204 + 0.1238×1.151 + 0.0257×1.099 = 0.288.

The converged value is 0.3108, so three rings give a result about 7% low. The main cause is the missing central disc β < 0.164. Its loss is even slightly larger than the deficit, because the wide cells overestimate the range they cover. If every ion there transferred the maximum energy, sin² = 1, the disc would add 2ε∫β dβ = ε × 0.164² = 0.027. The sum becomes 0.315. Beyond β = 5.20 less than 0.0014 is missing, because that is the loss beyond β = 5. The result is now between 1 and 2% high, since the disc was overestimated and the cells are wide.

Two errors have appeared: omitted rings and coarse steps. A third was hidden, because the angles were supplied.

**The scattering angle as a well-behaved integral**

Let μ be the reduced mass, so that E_c = μv²/2. Angular momentum conservation gives r²χ̇ = vb for the polar angle χ. Energy conservation gives

ṙ² = v²g, g = 1 − V/E_c − b²/r².

Therefore |dχ/dr| = b/(r²√g). The orbit is symmetric about closest approach, and an undeflected path sweeps out π. In units x = r/a, where V/E_c = φ/(εx),

θ = π − 2β ∫_{x0}^∞ dx/(x²√g), g = 1 − φ(x)/(εx) − β²/x², g(x0) = 0.

As φ decreases, g increases with x and has one zero. At x = β it is negative, so bisection upwards from there finds x0.

The integrand is singular at x0, and at large β two nearly equal numbers are subtracted. Both difficulties can be removed. Put x = x0/u, so dx/x² = −du/x0, and then u = cos α:

θ = π − (2β/x0) ∫₀^{π/2} sin α dα/√g.

From g(x0) = 0 we have 1 = φ(x0)/(εx0) + β²/x0². Replacing the 1 in g by this expression gives

g = (β²/x0²) sin²α + h, h = [φ(x0) − uφ(x0/u)]/(εx0).

Here h > 0 for u < 1, because both u and φ(x0/u)/φ(x0) are below one. Define q = h x0²/(β² sin²α). Then (β/x0) sin α/√g = 1/√(1+q). Writing π as 2∫₀^{π/2}dα yields

θ = 2 ∫₀^{π/2} [1 − (1+q)^(−1/2)] dα.

The integrand is positive, so small angles are no longer differences of large numbers. To keep this advantage in arithmetic, evaluate the bracket in h as

Σ c_i e^(−d_i x0) {(1−u) − u expm1[−d_i x0(1−u)/u]},

with 1−u = 2 sin²(α/2) and expm1(y) = e^y − 1, computed without subtraction. Likewise, 1 − (1+q)^(−1/2) = −expm1[−½ log1p(q)], where log1p(q) = ln(1+q) is computed without forming 1+q; forming it would lose the digits of a small q again.

The midpoint rule has N cells of width π/(2N):

θ_N = (π/N) Σ_j [1 − (1+q_j)^(−1/2)], α_j = (2j−1)π/(4N).

**One angle by hand**

Try N = 1 on a bare Coulomb potential, φ = 1, with β = 1. The closest approach solves x0² − x0/ε − 1 = 0, so x0 = 1.606. Now h = (1−u)/(εx0), and sin²α = (1−u)(1+u), so

q = x0/[εβ²(1+u)].

At α = π/4, u = 0.7071 and q = 0.9256. Thus θ₁ = π(1 − 1/√1.9256) = 0.878. The Coulomb formula tan(θ/2) = 1/(2εβ) gives 0.914, so one point is 4% low.

The error for larger N can be predicted. Over one cell of width Δ and midpoint m, Taylor expansion gives

∫ f dα = Δf(m) + (Δ³/24) f″(m) + ...

Summing, ΣΔf″ is to leading order the change of f′ across the interval. Hence

midpoint sum − integral ≈ −(Δ²/24)[f′(end) − f′(start)].

For f = 1 − (1+q)^(−1/2), f′ = ½(1+q)^(−3/2) dq/dα. This vanishes at α = 0. At α = π/2, both q and dq/dα equal x0/ε = 1.580, so f′ = 0.1906. With Δ = π/(2N) and the factor 2 in θ,

θ_N − θ ≈ −2 (π²/(96N²)) × 0.1906 = −0.0392/N².

For N = 16 the predicted size is 1.53×10⁻⁴ rad, as found numerically. From N = 16 to 256 the error falls by a factor of 256 within the tested 5%.

Screening changes this law. Near u = 0 the term uφ(x0/u) contains exp(−d_i x0/u), which vanishes with all its derivatives. What remains of q depends on α only through sin²α, which is symmetric about α = π/2. The integrand can therefore be reflected about α = π/2 without a kink. At α = 0 it is a smooth function of cos α, hence even. All odd derivatives vanish at both ends, and so do all endpoint corrections in powers of Δ. At fixed β > 0 the error decreases faster than any power of N. Over a sample of impact parameters, the largest error is 1.8×10⁻⁶ rad at N = 16 and 1.8×10⁻¹³ rad at N = 256.

As an independent test, Newton's equations for both particles in the laboratory reproduce the three energy transfers used above to a relative 10⁻⁵.

**What the inner cutoff removes**

Let the grid run from β_min to β_max. Because F is never negative, omitting either tail lowers s.

For nearly head-on collisions π − θ = kβ + O(β³), with k a constant at fixed ε; an even term is absent because reversing b reverses the deflection. Thus sin²(θ/2) = cos²(kβ/2) + O(β⁴) = 1 − k²β²/4 + O(β⁴), and the inner loss is

L = 2ε ∫₀^{β_min} β(1 − k²β²/4 + ...) dβ = εβ_min²(1 − k²β_min²/8 + ...).

At β_min = 0.02 the leading formula gives 4.066×10⁻⁴ and the numerical loss is 4.059×10⁻⁴. The relative excess is 0.18%. At 0.04 it is 0.73%, four times as large, as a quadratic correction requires.

This also explains much of the excess in the corrected hand result. Scaling the correction to β = 0.164 gives about 12% of 0.027, or 0.003. This is only a rough estimate: the formula needs kβ_min ≪ 1, and the 0.18% above implies k ≈ 6, so kβ ≈ 1 at β = 0.164. In the Coulomb case π − θ ≈ 4εβ, so β_min must shrink as the energy rises.

**What the outer cutoff removes**

Distant collisions bend the path little. To first order, integrate the sideways force along the straight line r² = b² + z², with dz = v dt. The sideways momentum divided by μv is

θ ≈ −(1/(2E_c)) ∂/∂b ∫_{−∞}^∞ V dz,

because μv² = 2E_c. Put z = b sinh y, so dz/r = dy. Each exponential gives

∫_{−∞}^∞ exp(−d r/a) dz/r = 2 ∫₀^∞ exp(−dβ cosh y) dy = 2K0(dβ),

where K0 is a modified Bessel function. Since K0′ = −K1 and ∂/∂b = (1/a)∂/∂β,

θ ≈ (1/ε) Σ c_i d_i K1(d_iβ).

With sin²(θ/2) ≈ θ²/4 the outer loss is

U = (ε/2) ∫_{β_max}^∞ θ²β dβ = (1/(2ε)) Σ_ij c_i c_j d_i d_j J_ij,

J_ij = ∫_B^∞ x K1(d_i x) K1(d_j x) dx, B = β_max.

To evaluate J, write p = d_i, q = d_j (here q is not the angle variable), f = K1(px) and k = K1(qx). Bessel's equation reads (xf′)′ = (p²x + 1/x)f, and similarly for k. Multiplying crosswise and subtracting gives

[x(f′k − fk′)]′ = (p² − q²) x f k.

Integrate from B to infinity, where the bracket vanishes, and use f′ = −pK0(px) − K1(px)/x. The 1/x terms cancel:

J = B[pK0(pB)K1(qB) − qK1(pB)K0(qB)]/(p² − q²), p ≠ q.

For p = q,

J = (B²/2)[K0² − K1²] + BK0K1/p, all at pB.

Differentiating with K0′ = −K1 and K1′ = −K0 − K1/(pB), where primes refer to pB, leaves −BK1², as required.

At cutoffs 5, 10 and 20 the formula exceeds the numerical loss by 1.9%, 0.25% and 0.01% of that loss. It improves outwards because it is first order in V/E_c. At low energy a given β_max may be too small for it.

Bare Coulomb scattering shows what screening contributes. There sin²(θ/2) = 1/(1+4ε²β²), and

s(β_max) = 2ε ∫₀^{β_max} β dβ/(1+4ε²β²) = ln(1+4ε²β_max²)/(4ε).

This grows without limit. No tail correction can then rescue the calculation, since the full integral does not exist.

**Steps and angles**

Use midpoint cells of width Δ in t. The expansion used for the angle now gives

step error ≈ −(Δ²/24)[F′(t_max) − F′(t_min)].

Normally F is rising at the lower end and falling at the upper end, so this error is positive. If the grid is extended until both tails are negligible, the endpoint terms vanish too. On such a wide grid, the worst error in s over several grid shifts drops from 8.4×10⁻⁵ at Δ = 1 to 4.9×10⁻⁹ at Δ = 0.5.

To isolate the angle error, keep the nodes fixed and let δ = θ_N − θ. The first derivative of sin²(θ/2) is ½ sin θ, and its second derivative is at most ½ in size. Taylor's theorem gives

angle error = εΔ Σ β² sin θ δ + R, |R| ≤ (ε/2)Δ Σ β²δ².

The converged θ can be replaced in practice by a result with much larger N on the same nodes. The total error, numerical minus converged, is then

total = −(L+U) + step error + angle error.

**A calculation that gets worse when refined**

Choose 80 cells between β = 0.02 and 10, so Δ = ln(500)/80 = 0.0777. The cutoff error in s is −4.41×10⁻⁴, about 92% of it from the inner disc. The step error is +7.4×10⁻⁷. The remaining entries are

N = 4: angle +2.13×10⁻⁴, total −2.27×10⁻⁴
N = 8: angle +1.26×10⁻⁵, total −4.28×10⁻⁴
N = 16: angle −2.2×10⁻⁷, total −4.41×10⁻⁴
N = 64: angle −1.6×10⁻¹¹, total −4.40×10⁻⁴

At N = 4 the angle error hides about half of the cutoff error. Refining the angles removes this cancellation, and the total error nearly doubles. The sum settles at 0.31036, which is 0.14% below the converged 0.31080. Stability with respect to N says nothing about the missing rings.

The separate formulas predict each total within 0.4%. For N = 64 they give −4.4196×10⁻⁴ + 0.0074×10⁻⁴ = −4.4122×10⁻⁴, against the actual −4.4039×10⁻⁴.

Now restore both tails by adding their formulas, εβ_min² + U = 4.420×10⁻⁴. The error falls to +1.6×10⁻⁶, about 280 times smaller. Roughly half of this is the step error; the rest is the small excess of the tail formulas.

**The general procedure**

1. Compute a, γ and ε. Choose β_min in the head-on regime and β_max where deflections are small.
2. Place midpoint nodes uniformly in ln β, find x0 for each, and evaluate θ_N.
3. Double N on the same nodes until the change in s is acceptable, and confirm this with one further doubling. This estimates the angle error. A small increase in N is not enough: the error can change sign and then vary slowly, so that s changes by much less than its remaining error.
4. Add εβ_min² and U. Move each cutoff outwards to check that the corrected sum is stable.
5. Halve Δ with the cutoffs fixed to check the step error.
6. Multiply s by πa²γE/ε.

Here the last factor is 66.915 hartree bohr², so

S = 66.915 × 0.3108 = 20.80 hartree bohr² = 1.585×10⁻¹⁴ eV cm² per atom.

Nested adaptive quadrature of the original orbit integral, with the outer integral taken in β, agrees with the converged s within 10⁻⁷. That is numerical accuracy for the chosen potential. It does not measure how well this potential, or a sequence of binary collisions, describes boron in real silicon. Unrounded masses, 11.009 u and 28.086 u, already lower S by 0.2%, to 1.582×10⁻¹⁴ eV cm². Half the neighbour distance in silicon corresponds to β ≈ 8; beyond it a single free atom is no longer a fair picture, and that range holds about 10⁻⁴ of s, far more than the remaining numerical error. The individual checks are in the program.

Table of computed values

```
ion Z, target Z: 5 14
ion, target mass: 11, 28 u
lab energy: 10.0 keV = 367.4932 hartree
screening length a: 0.269703 bohr
gamma: 0.809993 (dimensionless)
centre-of-mass energy: 263.8413 hartree
reduced energy eps: 1.016554 (dimensionless)
sum of screening coefficients: 1.00007
beta=0.3: theta=1.631763 rad, T=157.90179 hartree, trajectory 157.90179
beta=1.0: theta=0.498773 rad, T=18.13235 hartree, trajectory 18.13235
beta=3.0: theta=0.074938 rad, T=0.41771 hartree, trajectory 0.41771
N=16: max angle error 1.84e-06 rad, Coulomb 1.53e-04 rad
N=64: max angle error 1.74e-09 rad, Coulomb 9.57e-06 rad
N=256: max angle error 1.82e-13 rad, Coulomb 5.98e-07 rad
reduced stopping s, converged: 0.31080090
reduced stopping s, nested quadrature: 0.31080090
lower cut 0.04: lost s 1.6147e-03, formula 1.6265e-03
lower cut 0.02: lost s 4.0588e-04, formula 4.0662e-04
upper cut 5: lost s 1.3282e-03, formula 1.3529e-03
upper cut 10: lost s 3.5254e-05, formula 3.5341e-05
upper cut 20: lost s 1.5197e-07, formula 1.5199e-07
wide grid, step 1.00: worst error in s 8.36e-05
wide grid, step 0.50: worst error in s 4.93e-09
wide grid, step 0.25: worst error in s 1.13e-12
budget grid: beta 0.02 to 10.0, 80 cells, step 0.07768
cutoff error in s: -4.4113e-04, formula -4.4196e-04
step error in s: +7.4105e-07, formula +7.4263e-07
N=4: angle error +2.132e-04, first order +2.132e-04
  total error -2.2719e-04, predicted -2.2805e-04
N=8: angle error +1.257e-05, first order +1.257e-05
  total error -4.2782e-04, predicted -4.2865e-04
N=16: angle error -2.243e-07, first order -2.243e-07
  total error -4.4062e-04, predicted -4.4144e-04
N=64: angle error -1.614e-11, first order -1.614e-11
  total error -4.4039e-04, predicted -4.4122e-04
N=64 sum s: 0.31036051, with tails 0.31080247
error left after tail correction: +1.57e-06
factor S/s: 66.91476 hartree bohr^2
S from truncated sum: 20.76770 hartree bohr^2
S with tail correction: 20.79727 hartree bohr^2
S converged: 20.79717 hartree bohr^2
S converged: 1.58474e-14 eV cm^2
```
